# The Classical Carrier-Capture Barrier of Two Equal-Frequency Displaced Parabolas, part 1

(Sections cited here and not found follow in the second part.)

## First half: the crossing and its energy

### A small barrier from two large energies

A deep acceptor has its level 1.0 eV above the valence band. When it captures a hole, the surrounding lattice relaxes and gives up 0.5 eV. In the model treated here, the classical barrier to that capture is 0.125 eV, much smaller than either energy. If the level is moved down to 0.5 eV with the relaxation energy held fixed, the barrier vanishes. If it is moved down further, to the band edge, the barrier returns to 0.125 eV. The barrier therefore does not simply follow the depth of the level. It measures how far the lattice must be distorted before the energies with a free and with a captured carrier become equal.

### The two energy curves

Let $x$ be a displacement of the atoms along one vibrational pattern, with effective mass $M$. The mass-weighted coordinate $Q=\sqrt M\,x$ turns the kinetic energy $\tfrac12M\dot x^2$ into $\tfrac12\dot Q^2$ and the elastic energy $\tfrac12M\omega^2x^2$ into $\tfrac12\omega^2Q^2$. Here $\omega$ is the angular frequency. A convenient unit of $Q$ is amu$^{1/2}$ Å.

The energy of defect, lattice and carrier together is

$$E_i(Q)=\Delta E+\tfrac12\omega^2Q^2$$

when the carrier is free and at rest at its band edge, and

$$E_f(Q)=\tfrac12\omega^2(Q-\Delta Q)^2$$

when the defect has captured it. The labels mean initial and final. The zero of energy is the minimum of the final curve, and the direction of $Q$ is chosen so that $\Delta Q>0$. Both curves have the same $\omega$. This is the equal-frequency assumption.

The transition energy $\Delta E$ is the difference between the two minima, each taken at its own relaxed geometry. For hole capture by a negative acceptor it is the height of the charge-transition level above the valence band. To see this, let $E^-$ and $E^0$ be the relaxed energies of the negative and neutral defect, and $E_v$ the energy of an electron at the valence-band edge. Removing an electron from that edge creates the free hole, so the initial minimum has energy $E^--E_v$. The final minimum has energy $E^0$. The level $\varepsilon$ is the Fermi energy at which the two charge states cost the same, $E^--\varepsilon=E^0$. Hence

$$\Delta E=E^--E_v-E^0=\varepsilon-E_v .$$

The relaxation energy is the elastic energy released on the final curve when the lattice moves from $Q=0$ to $Q=\Delta Q$:

$$E_R=E_f(0)-E_f(\Delta Q)=\tfrac12\omega^2\Delta Q^2 .$$

It is positive because $\Delta Q\neq0$. On the initial curve the same displacement costs the same energy, since the curvatures agree.

The example uses $\Delta E=1.0$ eV, $E_R=0.5$ eV and $\hbar\omega=40$ meV. Solving the definition of $E_R$ for the displacement gives $\Delta Q=\sqrt{2E_R}/\omega$. With $\omega$ taken from $\hbar\omega$ and the units converted, this is $\Delta Q=1.62$ amu$^{1/2}$ Å.

### Where the curves cross

Expand the square in the final energy:

$$E_f=\tfrac12\omega^2Q^2-\omega^2\Delta Q\,Q+\tfrac12\omega^2\Delta Q^2
=\tfrac12\omega^2Q^2-\omega^2\Delta Q\,Q+E_R .$$

Subtract this from $E_i$. The quadratic terms cancel because the frequencies are equal, leaving the gap

$$g(Q)=E_i-E_f=\Delta E-E_R+\omega^2\Delta Q\,Q .$$

A straight line with non-zero slope has one zero, so the curves cross once. Setting $g(Q_c)=0$ gives

$$Q_c=\frac{E_R-\Delta E}{\omega^2\Delta Q}.$$

Divide by $\Delta Q$ and use $\omega^2\Delta Q^2=2E_R$:

$$\frac{Q_c}{\Delta Q}=\frac{E_R-\Delta E}{2E_R}.$$

In the example the ratio is $(0.5-1.0)/1.0=-0.5$, so $Q_c=-0.81$ amu$^{1/2}$ Å. The negative sign says that the lattice must first move away from the geometry it will finally adopt.

### The barrier

The barrier is the height of the crossing above the initial minimum:

$$E_b=E_i(Q_c)-E_i(0)=\tfrac12\omega^2Q_c^2 .$$

Write $Q_c$ as $\Delta Q$ times the ratio just found:

$$E_b=\tfrac12\omega^2\Delta Q^2\left(\frac{Q_c}{\Delta Q}\right)^2
=E_R\,\frac{(E_R-\Delta E)^2}{4E_R^2},$$

and therefore

$$E_b=\frac{(\Delta E-E_R)^2}{4E_R}.$$

The factor 4 is the square of the 2 in $\omega^2\Delta Q^2=2E_R$. For the example,

$$E_b=\frac{(1.0-0.5)^2}{4\times0.5}\ \text{eV}=\frac{0.25}{2.0}\ \text{eV}=0.125\ \text{eV},$$

or 0.0092 Ry.

### Which transition energy is meant

An optical transition is fast compared with lattice motion and is drawn vertically, at fixed $Q$. From the captured minimum upward the energy is

$$g(\Delta Q)=\Delta E-E_R+2E_R=\Delta E+E_R,$$

which is 1.5 eV here. From the free-carrier minimum downward it is

$$g(0)=\Delta E-E_R,$$

which is 0.5 eV. Neither is $\Delta E$. The barrier can be written with the downward energy,

$$E_b=\frac{g(0)^2}{4E_R},$$

but then $E_R$ must not be subtracted again. Putting the upward energy in the place of $\Delta E$ would give $(1.5-0.5)^2/2.0=0.5$ eV. Putting the downward energy there would give zero. The correct value is 0.125 eV, so a formula for the barrier must be used with the transition energy for which it was derived.

### Capture, emission and equilibrium

The reverse process starts at the captured minimum, where the energy is zero, and must reach the same crossing. Its barrier is $\Delta E+E_b$. Over a common denominator this is

$$\Delta E+E_b=\frac{4E_R\Delta E+\Delta E^2-2\Delta E E_R+E_R^2}{4E_R}
=\frac{(\Delta E+E_R)^2}{4E_R}.$$

In the example it is 1.125 eV. The two barriers differ by $\Delta E$, so the ratio of the emission to the capture Boltzmann factor is $e^{-\Delta E/k_BT}$, with $k_B$ the Boltzmann constant and $T$ the temperature. The crossing energy cancels from this ratio.

This matters for compensation. How many acceptors are charged at equilibrium depends on the level, the Fermi energy, the temperature and the degeneracies of the charge states. The capture barrier does not enter. It affects how quickly the charge state responds when carriers are injected, excited by light or swept away by a field.

### Three regimes

Hold $E_R$ fixed and vary $\Delta E$. For $-E_R<\Delta E<E_R$ the ratio $Q_c/\Delta Q$ lies between 1 and 0, so the crossing sits between the two minima. In this range a deeper level lowers the barrier.

At $\Delta E=E_R$ the final curve passes through the initial minimum and the barrier is zero. The lattice then needs no distortion to make the two energies equal.

For $\Delta E>E_R$ the crossing moves to negative $Q$, and a deeper level raises the barrier. The example lies here. The formula is symmetric about $\Delta E=E_R$, which is why levels at 0 and at 1.0 eV share the barrier 0.125 eV when $E_R=0.5$ eV.

Now hold $\Delta E>0$ fixed and vary $E_R$. Expanding the square gives

$$E_b=\frac14\left(\frac{\Delta E^2}{E_R}-2\Delta E+E_R\right).$$

For small $E_R$ the first term dominates and the barrier grows without limit: nearly parallel curves with little displacement meet very far out. For large $E_R$ the last term dominates and the barrier approaches $E_R/4-\Delta E/2$. Between these limits it touches zero at $E_R=\Delta E$.

### Many vibrational modes

A defect distorts many modes at once. Let $\mathbf Q$ be the vector of mass-weighted coordinates, $\mathbf d$ the displacement between the two minima and $K$ the matrix of force constants, symmetric and positive definite. Suppose that $K$ is the same before and after capture. Then

$$E_i=\Delta E+\tfrac12\mathbf Q^{T}K\mathbf Q,\qquad
E_f=\tfrac12(\mathbf Q-\mathbf d)^{T}K(\mathbf Q-\mathbf d).$$

With $E_R=\tfrac12\mathbf d^{T}K\mathbf d$, the same cancellation as before turns $E_i=E_f$ into

$$\mathbf d^{T}K\mathbf Q=E_R-\Delta E .$$

The crossing is now a plane, and the barrier is the lowest elastic energy on it. Split $\mathbf Q=\lambda\mathbf d+\mathbf P$, with $\mathbf P$ chosen so that $\mathbf d^{T}K\mathbf P=0$. The plane condition becomes $2E_R\lambda=E_R-\Delta E$, which fixes $\lambda$ and leaves $\mathbf P$ free. The elastic energy is

$$\tfrac12\mathbf Q^{T}K\mathbf Q=\lambda^2E_R+\tfrac12\mathbf P^{T}K\mathbf P,$$

because the mixed term vanishes. The last term is never negative, so the minimum has $\mathbf P=0$ and

$$E_b=\lambda^2E_R=\frac{(\Delta E-E_R)^2}{4E_R}.$$

The lowest crossing lies on the straight line through the two minima. The modes may have frequencies that differ from one another. What the proof requires is that capture leaves the force constants unchanged. If two modes release 0.2 and 0.3 eV, the total is 0.5 eV. With $\lambda=-0.5$ they store $0.25\times0.2=0.05$ eV and $0.25\times0.3=0.075$ eV at the crossing, which add to 0.125 eV.

### Errors in the two energies

Differentiate the formula at fixed $E_R$, and then its expanded form at fixed $\Delta E$:

$$\frac{\partial E_b}{\partial\Delta E}=\frac{\Delta E-E_R}{2E_R},\qquad
\frac{\partial E_b}{\partial E_R}=\frac14\left(1-\frac{\Delta E^2}{E_R^2}\right).$$

The example gives $0.5$ and $(1-4)/4=-0.75$. A transition energy 0.1 eV larger raises the barrier to $0.6^2/2=0.18$ eV. One 0.1 eV smaller lowers it to $0.4^2/2=0.08$ eV.

### When the frequencies differ

Let the final frequency be $r\omega$, while $\Delta E$, $\Delta Q$ and the initial frequency stay fixed. Keep $E_R=\tfrac12\omega^2\Delta Q^2$ as the name of the old relaxation energy and set $y=Q/\Delta Q$. The crossing condition is

$$\Delta E+E_Ry^2=r^2E_R(y-1)^2,$$

or, with all terms on one side,

$$(1-r^2)E_Ry^2+2r^2E_Ry+\Delta E-r^2E_R=0 .$$

The quadratic term no longer cancels. The root nearer to zero gives the lower crossing, of height $E_Ry^2$.

For $r=0.9$ the equation in eV is $0.095y^2+0.81y+0.595=0$. Its nearer root is $y=-0.812$, and the barrier is 0.33 eV. For $r=1.1$ it is $-0.105y^2+1.21y+0.395=0$, with $y=-0.318$ and a barrier of 0.05 eV. A 10% change of one frequency thus moves the barrier from 0.125 eV to 0.33 or 0.05 eV.

The reason appears at first order. For $r=1+\epsilon$ with small $\epsilon$, the final curve is multiplied by $1+2\epsilon$. At the old crossing its height is $\Delta E+E_b$, so it rises by $2\epsilon(\Delta E+E_b)$. The gap has slope $\omega^2\Delta Q$, and the crossing therefore moves by

$$\delta Q=\frac{2\epsilon(\Delta E+E_b)}{\omega^2\Delta Q}.$$

The initial curve has slope $\omega^2Q_c$ there, so

$$\delta E_b=\omega^2Q_c\,\delta Q
=2\epsilon(\Delta E+E_b)\frac{Q_c}{\Delta Q}
=\epsilon(\Delta E+E_b)\frac{E_R-\Delta E}{E_R}.$$

In the example $\delta E_b=-1.125\,\epsilon$ eV. The coefficient is large because the frequency change scales the whole height of the final curve at the crossing, 1.125 eV, and not just the small barrier. At 10% the first-order estimate is a shift of 0.11 eV either way. The full shifts, $+0.20$ and $-0.07$ eV, show that higher orders already matter.

A softer final curve may miss the initial one altogether. Real roots require a non-negative discriminant,

$$r^4E_R^2-(1-r^2)E_R(\Delta E-r^2E_R)\ge0 .$$

Multiplying out, the terms in $r^4$ cancel and leave $r^2E_R\ge(1-r^2)\Delta E$, or $r^2\ge\Delta E/(\Delta E+E_R)$. In the example this is $r^2\ge2/3$, or $r\ge0.82$. Below that ratio these two parabolas have no crossing, and no classical barrier can be defined from them.

## Second half: from the barrier to a capture rate

### Symbols and results carried over

The free-carrier curve is $E_i=\Delta E+\tfrac12\omega^2Q^2$ and the captured curve is $E_f=\tfrac12\omega^2(Q-\Delta Q)^2$. The energy between their minima is $\Delta E$, and the relaxation energy is $E_R=\tfrac12\omega^2\Delta Q^2$. Their gap is $g(Q)=\Delta E-E_R+\omega^2\Delta Q\,Q$. They cross at $Q_c$, a height $E_b=(\Delta E-E_R)^2/(4E_R)$ above the free-carrier minimum. The example has $\Delta E=1.0$ eV, $E_R=0.5$ eV, $\hbar\omega=40$ meV and $E_b=0.125$ eV. Temperatures enter through $\beta=1/(k_BT)$.

### The barrier as a thermal probability

Before capture, a classical lattice at temperature $T$ has the coordinate distribution

$$\rho(Q)=\frac{\omega}{\sqrt{2\pi k_BT}}\exp\left(-\frac{\omega^2Q^2}{2k_BT}\right).$$

Capture without emission of light needs $g=0$. The probability density for this is the average of $\delta(g)$. Since $g$ is linear with slope $\omega^2\Delta Q$,

$$G_{\rm cl}=\int\rho(Q)\,\delta(g(Q))\,dQ=\frac{\rho(Q_c)}{\omega^2\Delta Q}.$$

The exponent of $\rho(Q_c)$ is $-\tfrac12\omega^2Q_c^2/k_BT=-E_b/k_BT$. The prefactor is

$$\frac{\omega}{\omega^2\Delta Q\sqrt{2\pi k_BT}}
=\frac1{\omega\Delta Q\sqrt{2\pi k_BT}}
=\frac1{\sqrt{4\pi E_Rk_BT}},$$

where the last step uses $\omega\Delta Q=\sqrt{2E_R}$. Thus

$$G_{\rm cl}=\frac{e^{-E_b/k_BT}}{\sqrt{4\pi E_Rk_BT}} .$$

There is a second way to read this result. The gap is a linear function of a Gaussian variable and is itself Gaussian. Its mean is $\Delta E-E_R$. Its variance is $(\omega^2\Delta Q)^2k_BT/\omega^2=2E_Rk_BT$. The exponent at $g=0$ is the squared mean over twice the variance, which is $(\Delta E-E_R)^2/(4E_Rk_BT)$. Relaxation energy thus plays two parts: it shifts the mean gap, and it sets how strongly thermal motion modulates the gap.

At 300 K, $k_BT=25.85$ meV. The Boltzmann factor is $e^{-125/25.85}=0.0079$ and the prefactor is 2.48 eV$^{-1}$, so $G_{\rm cl}=0.020$ eV$^{-1}$. At 1300 K, $k_BT=112$ meV, the Boltzmann factor is 0.33 and $G_{\rm cl}=0.39$ eV$^{-1}$. These values keep all model parameters fixed, although a real level moves with temperature.

This part has derived the classical capture barrier $E_b$ from the crossing of the two energy curves, and the thermal probability density $G_{\rm cl}$ that a classical lattice reaches that crossing. It remains to show how the capture rate contains this probability, and how quantum vibrations and the attraction between carrier and defect change its temperature dependence.

Numbers in the example were calculated in double precision.
